# Two potentials sharing one first-excited-state density in one dimension: a program that tests the result

```python
"""
Result under test: two different potentials vA, vB on a line have the same
density n(x) in the FIRST EXCITED state of two same-spin noninteracting
fermions (levels 0 and 2 filled).
Symbols (atomic units inside, eV and angstrom in the output):
  n      prescribed density, three Gaussian lumps, integral 2
  theta  angle with phi_0 = sqrt(n) cos(theta), phi_upper = sqrt(n) sin(theta)
  gap    energy of the upper filled level minus energy of level 0
  (n theta')' = -gap n sin(2 theta),  integral of n cos(2 theta) = 0
  v = (sqrt n)''/(2 sqrt n) - theta'^2/2 + gap sin(theta)^2,  level 0 at zero
Branches A and B: levels 0,2 filled.  Branch G: levels 0,1 filled (ground state).
The check diagonalizes -1/2 d2/dx2 + v in a sinc basis, without using theta.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, solve_banded

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10

populations = np.array([0.60, 0.65, 0.75])
centers_ang = np.array([-2.5, 0.0, 2.5])
width_ang = 0.5
half_box_ang = 6.0
centers = centers_ang / ANG
width = width_ang / ANG


def density_and_derivatives(x):
    y = (np.asarray(x)[..., None] - centers) / width
    g = populations * np.exp(-y**2 / 2) / (width * np.sqrt(2 * np.pi))
    return (g.sum(-1), (-y / width * g).sum(-1),
            ((y**2 - 1) / width**2 * g).sum(-1))


# ---------- exact three-site model: the hole has two allowed sign patterns
hop_ev = 1.0
site_results = {}
for name, signs in (("A", [1, 1, -1]), ("B", [1, -1, -1])):
    hole = np.array(signs) * np.sqrt(1 - populations)
    neighbours = np.array([hole[1], hole[0] + hole[2], hole[1]])
    site_v = hop_ev * neighbours / hole
    h_site = np.diag(site_v) - hop_ev * (np.eye(3, k=1) + np.eye(3, k=-1))
    e_site, c_site = eigh(h_site)
    occupation = c_site[:, 0]**2 + c_site[:, 2]**2
    assert np.allclose(occupation, populations, atol=1e-11)
    site_results[name] = (site_v, e_site, occupation)
site_difference = site_results["A"][0] - site_results["B"][0]
assert np.ptp(site_difference) > 0.1

# ---------- fine grid for the angle equation
intervals, stride = 16000, 40
x = np.linspace(-half_box_ang / ANG, half_box_ang / ANG, intervals + 1)
h = x[1] - x[0]
n, dn, d2n = density_and_derivatives(x)
n_mid = density_and_derivatives((x[1:] + x[:-1]) / 2)[0]
assert abs(trapezoid(n, x) - 2) < 1e-9


def starting_angle(branch):
    """Three-lump estimate: constant angle on lumps, constant flux in necks."""
    m1, m2, m3 = populations
    turn12 = np.arccos((m3**2 - m1**2 - m2**2) / (2 * m1 * m2))
    turn23 = np.arccos((m1**2 - m2**2 - m3**2) / (2 * m2 * m3))
    step1, step2 = {"A": (turn12 / 2 - np.pi, turn23 / 2),
                    "B": (-turn12 / 2, np.pi - turn23 / 2),
                    "G": (-turn12 / 2, -turn23 / 2)}[branch]
    ramps, stiffness = [], []
    for left, right in ((0, 1), (1, 2)):
        xs = np.linspace(centers[left], centers[right], 4001)
        s = cumulative_trapezoid(1 / density_and_derivatives(xs)[0], xs, initial=0)
        stiffness.append(1 / s[-1])
        ramps.append(np.interp(x, xs, s / s[-1]))
    a = stiffness[0] * step1 * m3
    b = stiffness[1] * step2 * m1
    d = 2 * (step1 + step2)
    double_angle = np.arctan2(-a * np.sin(d), a * np.cos(d) + b) % np.pi
    gap = -stiffness[0] * step1 / (m1 * np.sin(double_angle))
    return double_angle / 2 + step1 * ramps[0] + step2 * ramps[1], gap


def solve_angle(branch):
    """Newton iteration for theta and gap, with zero flux at both ends."""
    theta, gap = starting_angle(branch)
    to_right = n_mid / (h**2 * n[:-1])
    to_left = n_mid / (h**2 * n[1:])
    largest = np.inf
    for _ in range(100):
        dtheta = np.diff(theta)
        sin2, cos2 = np.sin(2 * theta), np.cos(2 * theta)
        residual = gap * sin2
        residual[:-1] += to_right * dtheta
        residual[1:] -= to_left * dtheta
        bands = np.zeros((3, x.size))
        bands[0, 1:] = to_right
        bands[2, :-1] = to_left
        bands[1] = 2 * gap * cos2
        bands[1, :-1] -= to_right
        bands[1, 1:] -= to_left
        p, q = solve_banded((1, 1), bands, np.column_stack([-residual, -sin2])).T
        gradient = -2 * h * n * sin2
        dgap = (-h * np.sum(n * cos2) - gradient @ p) / (gradient @ q)
        change = p + q * dgap
        largest = np.max(np.abs(change))
        scale = min(1.0, 0.3 / largest)
        theta = theta + scale * change
        gap = gap + scale * dgap
        if largest < 1e-7:
            break
    assert largest < 1e-7, (branch, largest)
    return theta, gap


# ---------- independent sinc-basis diagonalization
xc = x[::stride]
hc = xc[1] - xc[0]
nc = n[::stride]
index = np.arange(xc.size)
distance = index[:, None] - index[None, :]
safe = np.where(distance == 0, 1, distance)
kinetic = np.where(distance == 0, np.pi**2 / 6,
                   (-1.0)**np.abs(distance) / safe**2) / hc**2


def pair_density(orbitals, upper):
    return (orbitals[:, 0]**2 + orbitals[:, upper]**2) / hc


branches = {}
for name, upper in (("A", 2), ("B", 2), ("G", 1)):
    theta, gap = solve_angle(name)
    assert gap > 0 and np.max(np.abs(theta)) < np.pi / 2
    assert np.count_nonzero(theta[1:] * theta[:-1] < 0) == upper
    slope = CubicSpline(x, theta)(x, 1)
    v = (d2n / n / 4 - (dn / n)**2 / 8 - slope**2 / 2 + gap * np.sin(theta)**2)
    t_formula = trapezoid(dn**2 / (8 * n) + n * slope**2 / 2, x)
    hamiltonian = kinetic + np.diag(v[::stride])
    levels, orbitals = eigh(hamiltonian)
    filled = orbitals[:, [0, upper]]
    t_direct = np.trace(filled.T @ kinetic @ filled)
    rho = pair_density(orbitals, upper)
    error = np.max(np.abs(rho - nc)) / nc.max()
    # finite-difference error of theta enters at second order in the fine step
    assert error < 1e-4, (name, error)
    assert abs(levels[upper] - levels[0] - gap) < 1e-4
    assert abs(levels[0]) < 1e-4
    assert abs(t_direct - t_formula) < 1e-4
    branches[name] = dict(theta=theta, gap=gap, v=v, T=t_direct, Tf=t_formula,
                          H=hamiltonian, e=levels, c=orbitals, filled=filled,
                          rho=rho, error=error)
A, B, G = branches["A"], branches["B"], branches["G"]
mutual_error = np.max(np.abs(A["rho"] - B["rho"])) / nc.max()
assert mutual_error < 2e-4

# potentials differ by more than a constant, also after reflection
inside = np.abs(x) < 3.0 / ANG
spread = np.ptp((A["v"] - B["v"])[inside])
spread_mirror = np.ptp((A["v"] - B["v"][::-1])[inside])
assert spread > 0.01 and spread_mirror > 0.01

# control: the averaged potential must not return the density
control_orbitals = eigh((A["H"] + B["H"]) / 2)[1]
control_error = np.max(np.abs(pair_density(control_orbitals, 2) - nc)) / nc.max()
assert control_error > 0.01

# hole orbital: weights near 1 - population, node in different necks
edge = 1.25 / ANG
regions = [xc < -edge, np.abs(xc) <= edge, xc > edge]
hole_data = {}
for name, node_neck in (("A", 1), ("B", 0)):
    hole = branches[name]["c"][:, 1]
    weights = np.array([np.sum(hole[r]**2) for r in regions])
    amplitudes = np.array([np.sum(hole[r]) for r in regions])
    signs = np.sign(amplitudes * amplitudes[0]).astype(int)
    assert signs[node_neck] * signs[node_neck + 1] < 0
    assert signs[1 - node_neck] * signs[2 - node_neck] > 0
    # three-well picture is approximate because the necks have finite density
    assert np.max(np.abs(weights - (1 - populations))) < 0.1
    hole_data[name] = (weights, signs)

# variational step of the ground-state proof, tried on the excited pair
low_name, high_name = ("B", "A") if B["T"] < A["T"] else ("A", "B")
low, high = branches[low_name], branches[high_name]
excited_energy = high["e"][0] + high["e"][2]
ground_energy = high["e"][0] + high["e"][1]
trial_energy = np.trace(low["filled"].T @ high["H"] @ low["filled"])
deficit = excited_energy - trial_energy
assert deficit > 1e-3
assert abs(deficit - (high["Tf"] - low["Tf"])) < 3e-4
ground_weight = np.linalg.det(high["c"][:, :2].T @ low["filled"])**2
weight_bound = deficit / (excited_energy - ground_energy)
assert ground_weight >= weight_bound - 1e-8
assert G["T"] < min(A["T"], B["T"])
for other in (A, B):
    assert np.trace(other["filled"].T @ G["H"] @ other["filled"]) > G["e"][:2].sum()


def row(values, digits=3):
    return "  ".join(f"{value:.{digits}f}" for value in values)


print("lump centers (angstrom):", row(centers_ang, 2))
print(f"lump width (angstrom): {width_ang:.2f}")
print("lump populations (electrons):", row(populations, 2))
print(f"three-site hopping (eV): {hop_ev:.2f}")
for name in "AB":
    sv, se, so = site_results[name]
    print(f"three-site {name} potential (eV):", row(sv))
    print(f"three-site {name} levels (eV):", row(se + 0.0))
    print(f"three-site {name} occupations, levels 0+2:", row(so))
print(f"fine grid step (angstrom): {h * ANG:.5f}")
print(f"sinc grid step (angstrom): {hc * ANG:.3f}")
sample_ang = np.array([-2.5, -1.25, 0.0, 1.25, 2.5])
print("sample points (angstrom):", row(sample_ang, 2))
print("density there (1/angstrom):",
      row(density_and_derivatives(sample_ang / ANG)[0] / ANG, 4))
for name in "ABG":
    r = branches[name]
    print(f"{name} theta at samples (degree):",
          row(np.degrees(np.interp(sample_ang / ANG, x, r["theta"])), 1))
    print(f"{name} potential at samples, level 0 at zero (eV):",
          row(CubicSpline(x, r["v"])(sample_ang / ANG) * EV))
    print(f"{name} levels 0,1,2,3 from diagonalization (eV):",
          row(np.where(np.abs(r["e"][:4] * EV) < 5e-4, 0.0, r["e"][:4] * EV)))
    print(f"{name} gap from angle equation (eV): {r['gap'] * EV:.4f}")
    print(f"{name} kinetic energy, direct / formula (eV):",
          f"{r['T'] * EV:.4f} / {r['Tf'] * EV:.4f}")
    print(f"{name} largest density error / peak density: {r['error']:.1e}")
print(f"A against B, density difference / peak: {mutual_error:.1e}")
print(f"averaged potential, density error / peak: {control_error:.3f}")
print(f"spread of vA-vB for |x|<3 angstrom (eV): {spread * EV:.3f}")
print(f"spread of vA-mirrored vB, same range (eV): {spread_mirror * EV:.3f}")
for name in "AB":
    print(f"{name} hole weights in the three wells:", row(hole_data[name][0]),
          " signs:", *[f"{s:+d}" for s in hole_data[name][1]])
print(f"trial state {low_name} in Hamiltonian {high_name}:")
print(f"  excited-state energy (eV): {excited_energy * EV:.4f}")
print(f"  trial energy (eV): {trial_energy * EV:.4f}")
print(f"  trial energy lies below by (eV): {deficit * EV:.4f}")
print(f"  ground-state weight in trial state: {ground_weight:.4f}")
print(f"  least weight required: {weight_bound:.4f}")
print("done: every assertion held")
```

Output:

```
lump centers (angstrom): -2.50  0.00  2.50
lump width (angstrom): 0.50
lump populations (electrons): 0.60  0.65  0.75
three-site hopping (eV): 1.00
three-site A potential (eV): 0.935  0.224  -1.183
three-site A levels (eV): -1.790  0.000  1.766
three-site A occupations, levels 0+2: 0.600  0.650  0.750
three-site B potential (eV): -0.935  -0.224  1.183
three-site B levels (eV): -1.766  0.000  1.790
three-site B occupations, levels 0+2: 0.600  0.650  0.750
fine grid step (angstrom): 0.00075
sinc grid step (angstrom): 0.030
sample points (angstrom): -2.50  -1.25  0.00  1.25  2.50
density there (1/angstrom): 0.4787  0.0438  0.5186  0.0491  0.5984
A theta at samples (degree): 72.8  3.7  -60.6  -27.4  9.7
A potential at samples, level 0 at zero (eV): -5.068  3.708  -5.460  30.390  -7.569
A levels 0,1,2,3 from diagonalization (eV): 0.000  0.591  2.857  12.351
A gap from angle equation (eV): 2.8566
A kinetic energy, direct / formula (eV): 7.9206 / 7.9206
A largest density error / peak density: 6.9e-07
B theta at samples (degree): 10.7  -22.4  -47.2  16.7  73.5
B potential at samples, level 0 at zero (eV): -7.562  33.277  -6.371  11.299  -5.486
B levels 0,1,2,3 from diagonalization (eV): 0.000  0.616  2.360  13.161
B gap from angle equation (eV): 2.3598
B kinetic energy, direct / formula (eV): 7.6792 / 7.6792
B largest density error / peak density: 3.9e-07
G theta at samples (degree): 63.0  37.2  9.6  -26.4  -56.6
G potential at samples, level 0 at zero (eV): -7.016  35.288  -7.656  32.234  -7.094
G levels 0,1,2,3 from diagonalization (eV): 0.000  0.772  1.285  14.949
G gap from angle equation (eV): 0.7717
G kinetic energy, direct / formula (eV): 6.9092 / 6.9092
G largest density error / peak density: 3.4e-08
A against B, density difference / peak: 7.2e-07
averaged potential, density error / peak: 0.422
spread of vA-vB for |x|<3 angstrom (eV): 49.143
spread of vA-mirrored vB, same range (eV): 8.670
A hole weights in the three wells: 0.400  0.349  0.251  signs: +1 +1 -1
B hole weights in the three wells: 0.400  0.350  0.250  signs: +1 -1 -1
trial state B in Hamiltonian A:
  excited-state energy (eV): 2.8566
  trial energy (eV): 2.6151
  trial energy lies below by (eV): 0.2414
  ground-state weight in trial state: 0.5866
  least weight required: 0.1066
done: every assertion held
```
